# Model core potentials from overlaps and damped attraction integrals: a numerical check

```python
"""Model core potential (AIMP form) from overlaps and damped attraction integrals.

Result under test, in hartree atomic units, for a core at centre C:
  V = -Zeff/r - sum_k A_k exp(-zeta_k r^2)/r - sum_ab |a> X_ab <b|
      + sum_c B_c |c><c|,      B_c = -2 eps_c
r: distance from C; A_k, zeta_k: fitted amplitudes and exponents;
a, b: atomic expansion functions; X: spectral exchange coefficients;
c: core orbitals with energies eps_c.
The damped integral is an ordinary attraction integral with a merged Gaussian.
The projector matrix is S_c B S_c^T: rank at most n_core, and
N^2 n_core + N n_core multiplications for N basis functions.
Example: NaH with the ten-electron core of Na+, restricted Hartree-Fock.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, null_space
from scipy.optimize import minimize_scalar
from scipy.special import erfc, gamma, gammainc
from pyscf import gto, scf

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def even_tempered(l, smallest, ratio, count):
    return [[l, [smallest * ratio**k, 1.0]] for k in range(count)]


BASIS = {
    "Na": even_tempered(0, 0.02, 2.8, 14) + even_tempered(1, 0.03, 2.8, 9),
    "H": even_tempered(0, 0.04, 3.0, 6) + even_tempered(1, 0.5, 3.0, 1),
}
# Exchange expansion set: the Na basis followed by d and f functions.
EXCHANGE_SET = (BASIS["Na"] + even_tempered(2, 0.05, 2.8, 6)
                + even_tempered(3, 0.1, 3.0, 4))
BOND_AXIS = np.array([1.0, 2.0, 2.0]) / 3.0   # tilted: all components tested


def build(atoms, charge=0):
    used = {name: BASIS[name] for name, _ in atoms}
    return gto.M(atom=atoms, basis=used, unit="Bohr", charge=charge, verbose=0)


def attraction(mol, point):
    """Matrix of 1/|r - point| from the integral library."""
    with mol.with_rinv_origin(tuple(point)):
        return mol.intor("int1e_rinv")


# ---------- damped attraction integrals ----------
def boys(n, x):
    x = np.maximum(x, 1e-12)
    return gamma(n + 0.5) * gammainc(n + 0.5, x) / (2 * x**(n + 0.5))


def times_linear(coeffs, shift, q):
    """Hermite coefficients after multiplication by (x - Q) + shift."""
    new = [0.0] * (len(coeffs) + 1)
    for t, c in enumerate(coeffs):
        new[t + 1] = new[t + 1] + c / (2 * q)
        new[t] = new[t] + shift * c
        if t > 0:
            new[t - 1] = new[t - 1] + t * c
    return new


def hermite_coulomb(order, n, d, q, boys_values):
    """Derivatives of F0(q d^2) with respect to the Gaussian centre."""
    for axis in range(3):
        t = order[axis]
        if t > 0:
            lower = list(order)
            lower[axis] = t - 1
            value = d[axis] * hermite_coulomb(lower, n + 1, d, q, boys_values)
            if t > 1:
                lower[axis] = t - 2
                value = value + (t - 1) * hermite_coulomb(
                    lower, n + 1, d, q, boys_values)
            return value
    return (-2 * q)**n * boys_values[n]


def list_functions(mol):
    """(exponent, centre, powers, norm) of each uncontracted s or p function."""
    functions = []
    for shell in range(mol.nbas):
        l = mol.bas_angular(shell)
        a = float(mol.bas_exp(shell)[0])
        centre = np.array(mol.bas_coord(shell))
        norm = (2 * a / np.pi)**0.75 * (2 * np.sqrt(a))**l
        powers = [(0, 0, 0)] if l == 0 else [(1, 0, 0), (0, 1, 0), (0, 0, 1)]
        functions += [(a, centre, power, norm) for power in powers]
    return functions


def damped_attraction(mol, centre, zetas, amplitudes):
    """Matrix of sum_k A_k exp(-zeta_k r^2)/r, r measured from centre."""
    functions = list_functions(mol)
    zetas, amplitudes = np.array(zetas), np.array(amplitudes)
    centre = np.array(centre, dtype=float)
    matrix = np.zeros((len(functions), len(functions)))
    for i, (a, pos_a, pow_a, norm_a) in enumerate(functions):
        for j, (b, pos_b, pow_b, norm_b) in enumerate(functions[:i + 1]):
            p = a + b
            pos_p = (a * pos_a + b * pos_b) / p
            q = p + zetas
            pc = pos_p - centre
            d = pc[:, None] * (p / q)
            pre = np.exp(-a * b / p * np.sum((pos_a - pos_b)**2)
                         - p * zetas / q * np.sum(pc**2))
            merged = centre[:, None] + d
            expansions = []
            for x in range(3):
                coeffs = [1.0]
                for _ in range(pow_a[x]):
                    coeffs = times_linear(coeffs, merged[x] - pos_a[x], q)
                for _ in range(pow_b[x]):
                    coeffs = times_linear(coeffs, merged[x] - pos_b[x], q)
                expansions.append(coeffs)
            argument = q * np.sum(d**2, axis=0)
            f = [boys(n, argument) for n in range(sum(pow_a) + sum(pow_b) + 1)]
            total = 0.0
            for t, et in enumerate(expansions[0]):
                for u, eu in enumerate(expansions[1]):
                    for v, ev in enumerate(expansions[2]):
                        total = total + et * eu * ev * hermite_coulomb(
                            [t, u, v], 0, d, q, f)
            value = norm_a * norm_b * np.sum(
                amplitudes * pre * 2 * np.pi / q * total)
            matrix[i, j] = matrix[j, i] = value
    return matrix


# ---------- atomic data from the Na+ ion ----------
ORIGIN = (0.0, 0.0, 0.0)
ion = build([["Na", ORIGIN]], charge=1)
ion_scf = scf.RHF(ion)
ion_scf.conv_tol = 1e-11
ion_energy = ion_scf.kernel()
assert ion_scf.converged
n_core = ion.nelectron // 2
core = ion_scf.mo_coeff[:, :n_core]
core_levels = ion_scf.mo_energy[:n_core]
shifts = -2 * core_levels
core_density = 2 * core @ core.T

expansion = gto.M(atom=[["Na", ORIGIN]], basis={"Na": EXCHANGE_SET},
                  unit="Bohr", charge=1, verbose=0)
expansion_overlap = expansion.intor("int1e_ovlp")
assert np.allclose(expansion_overlap[:ion.nao, :ion.nao],
                   ion.intor("int1e_ovlp"), atol=1e-12)
padded_density = np.zeros((expansion.nao, expansion.nao))
padded_density[:ion.nao, :ion.nao] = core_density
expansion_exchange = scf.hf.get_jk(expansion, padded_density, hermi=1)[1] / 2


def spectral_coefficients(size):
    """Exchange coefficients in the first functions of the expansion set."""
    inverse = np.linalg.inv(expansion_overlap[:size, :size])
    return inverse @ expansion_exchange[:size, :size] @ inverse


exchange_coeffs = spectral_coefficients(expansion.nao)
exchange_coeffs_sp = spectral_coefficients(ion.nao)

radii = np.geomspace(1e-3, 8.0, 160)
screening = np.array([
    ion.nelectron - r * np.sum(core_density * attraction(ion, (0, 0, r)))
    for r in radii])
zetas = 0.35 * 2.3**np.arange(15)
gaussians = np.exp(-np.outer(radii**2, zetas))
amplitudes = np.linalg.lstsq(gaussians, screening, rcond=None)[0]
fit_error = np.max(np.abs(gaussians @ amplitudes - screening))
assert fit_error < 0.05

# erfc as a superposition of Gaussians
for x in (0.2, 0.9, 2.0):
    mixture = quad(lambda th: np.exp(-x**2 / np.sin(th)**2), 0, np.pi / 2)[0]
    assert abs(2 / np.pi * mixture - erfc(x)) < 1e-9


def model_parts(mol):
    """Bare valence part, damped part, exchange, projector, core overlaps."""
    bare = mol.intor("int1e_kin")
    for position in mol.atom_coords():        # effective charge 1 on Na and H
        bare = bare - attraction(mol, position)
    damped = damped_attraction(mol, ORIGIN, zetas, amplitudes)
    cross = gto.intor_cross("int1e_ovlp", mol, expansion)
    exchange = cross @ exchange_coeffs @ cross.T
    core_overlap = gto.intor_cross("int1e_ovlp", mol, ion) @ core
    projector = (core_overlap * shifts) @ core_overlap.T
    return bare, damped, exchange, projector, core_overlap


# ---------- sodium atom: one valence electron ----------
bare, damped, exchange, projector, _ = model_parts(ion)
ion_overlap = ion.intor("int1e_ovlp")
no_projector = bare - damped - exchange
level_collapsed = eigh(no_projector, ion_overlap, eigvals_only=True)[0]
level_model = eigh(no_projector + projector, ion_overlap, eigvals_only=True)[0]
level_exact = ion_scf.mo_energy[n_core]
assert abs(level_model - level_exact) < 1e-3
assert level_collapsed < 10 * level_exact
# With the true core operator the shift moves each core level to -eps_c.
shifted_fock = ion_scf.get_fock() + projector
assert np.max(np.abs(core.T @ shifted_fock @ core
                     - np.diag(-core_levels))) < 1e-5


# ---------- NaH ----------
def two_electron_scf(h, eri, orthonormal):
    """Closed-shell SCF for one doubly occupied orbital in a given space."""
    def fock(density):
        j, k = scf.hf.dot_eri_dm(eri, density, hermi=1)
        return h + j - k / 2

    def lowest(f):
        vectors = eigh(orthonormal.T @ f @ orthonormal)[1]
        return orthonormal @ vectors[:, 0]

    orbital = lowest(h)
    density = 2 * np.outer(orbital, orbital)
    for _ in range(400):
        orbital = lowest(fock(density))
        new = 2 * np.outer(orbital, orbital)
        change = np.max(np.abs(new - density))
        density = 0.5 * (density + new)
        if change < 1e-8:
            break
    assert change < 1e-8
    return 0.5 * np.sum(new * (h + fock(new))), orbital


distances = np.array([3.3, 3.55, 3.8, 4.05, 4.3])
energies = {"model": [], "sp": [], "frozen": [], "all": []}
for distance in distances:
    mol = build([["Na", ORIGIN], ["H", tuple(distance * BOND_AXIS)]])
    overlap = mol.intor("int1e_ovlp")
    eri = mol.intor("int2e", aosym="s8")
    weights, vectors = eigh(overlap)
    orthonormal = vectors / np.sqrt(weights)

    parts = model_parts(mol)
    h_model = parts[0] - parts[1] - parts[2] + parts[3]
    e_model, orbital = two_electron_scf(h_model, eri, orthonormal)
    energies["model"].append(e_model + 1 / distance)

    cross_sp = gto.intor_cross("int1e_ovlp", mol, ion)
    exchange_sp = cross_sp @ exchange_coeffs_sp @ cross_sp.T
    e_sp, _ = two_electron_scf(h_model + parts[2] - exchange_sp, eri,
                               orthonormal)
    energies["sp"].append(e_sp + 1 / distance)

    padded = np.zeros((mol.nao, n_core))
    padded[:ion.nao] = core
    dm_core = 2 * padded @ padded.T
    j_core, k_core = scf.hf.dot_eri_dm(eri, dm_core, hermi=1)
    h_frozen = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")
                + j_core - k_core / 2)
    allowed = orthonormal @ null_space((overlap @ padded).T @ orthonormal)
    e_frozen, _ = two_electron_scf(h_frozen, eri, allowed)
    core_proton = mol.energy_nuc() - np.sum(
        dm_core * attraction(mol, distance * BOND_AXIS))
    energies["frozen"].append(e_frozen + core_proton)

    full = scf.RHF(mol)
    full.conv_tol = 1e-10
    energies["all"].append(full.kernel() - ion_energy)
    assert full.converged

    if distance == distances[2]:
        sample, sample_parts = mol, parts
        damped_model = orbital @ parts[1] @ orbital
        damped_exact = orbital @ (ion.nelectron * attraction(mol, ORIGIN)
                                  - j_core) @ orbital
        exchange_model = orbital @ parts[2] @ orbital
        exchange_small = orbital @ exchange_sp @ orbital
        exchange_exact = orbital @ k_core @ orbital / 2
        projector_energy = orbital @ parts[3] @ orbital

energies = {name: np.array(values) for name, values in energies.items()}
assert np.max(np.abs(energies["model"] - energies["frozen"])) < 1e-3
assert np.all(energies["all"] <= energies["frozen"] + 1e-8)
assert abs(damped_model - damped_exact) < 1e-3
assert abs(exchange_model - exchange_exact) < 1e-3
# d and f functions in the expansion set must repair the exchange
assert (abs(exchange_model - exchange_exact)
        < 0.5 * abs(exchange_small - exchange_exact))

minima = {}
for name in ("model", "frozen", "all"):
    curve = np.polynomial.Polynomial.fit(distances, energies[name], 4)
    found = minimize_scalar(curve, bounds=(distances[0], distances[-1]),
                            method="bounded", options={"xatol": 1e-8})
    assert distances[0] + 0.01 < found.x < distances[-1] - 0.01
    minima[name] = found.x
assert abs(minima["model"] - minima["frozen"]) < 0.02

# ---------- integrals against quadrature and against the library ----------
step = 0.04
radial = np.exp(np.arange(np.log(1e-8), np.log(40.0), step))
cosines, cos_weights = np.polynomial.legendre.leggauss(80)
angles = 2 * np.pi * np.arange(5) / 5
side_1 = np.array([2.0, 1.0, -2.0]) / 3
side_2 = np.array([2.0, -2.0, 1.0]) / 3
sines = np.sqrt(1 - cosines**2)
directions = (cosines[:, None, None] * BOND_AXIS
              + sines[:, None, None] * (np.cos(angles)[None, :, None] * side_1
                                        + np.sin(angles)[None, :, None] * side_2))
points = (radial[:, None, None, None] * directions).reshape(-1, 3)
volume = (radial[:, None, None]**3 * step * cos_weights[None, :, None]
          * (2 * np.pi / 5) * np.ones(5)).ravel()
potential = np.exp(-np.outer(radial**2, zetas)) @ amplitudes / radial
potential = np.repeat(potential, len(cosines) * len(angles))
chi = sample.eval_gto("GTOval_sph", points)
core_values = chi[:, :ion.nao] @ core
overlap_error = np.max(np.abs(chi.T @ (volume[:, None] * core_values)
                              - sample_parts[4]))
damped_by_grid = chi.T @ ((volume * potential)[:, None] * chi)
damped_error = np.max(np.abs(damped_by_grid - sample_parts[1]))
assert overlap_error < 1e-6
assert damped_error < 1e-6

probe = np.array([0.4, -0.7, 1.1])
undamped_error = np.max(np.abs(damped_attraction(sample, probe, [0.0], [1.0])
                               - attraction(sample, probe)))
assert undamped_error < 1e-7


# ---------- cost and rank of the projector ----------
class CountedNumber:
    """A number that tallies every multiplication carried out with it."""
    products = 0

    def __init__(self, value):
        self.value = float(value)

    def __mul__(self, other):
        CountedNumber.products += 1
        return CountedNumber(self.value * other.value)

    def __add__(self, other):
        return CountedNumber(self.value + other.value)


counted = np.frompyfunc(CountedNumber, 1, 1)
n_basis = sample.nao
s_counted, b_counted = counted(sample_parts[4]), counted(shifts)
product = (s_counted * b_counted) @ s_counted.T
build_count = CountedNumber.products
product_values = np.array([[x.value for x in row] for row in product])
assert np.allclose(product_values, sample_parts[3], atol=1e-10)
assert build_count == n_basis**2 * n_core + n_basis * n_core

CountedNumber.products = 0
trial = np.cos(np.arange(n_basis))
applied = s_counted @ (b_counted * (s_counted.T @ counted(trial)))
apply_count = CountedNumber.products
assert np.allclose([x.value for x in applied], sample_parts[3] @ trial, atol=1e-9)
assert apply_count == 2 * n_basis * n_core + n_core

rank_one = np.linalg.matrix_rank(sample_parts[3], tol=1e-8)
rank_exchange = np.linalg.matrix_rank(sample_parts[2], tol=1e-8)
second = (0.0, 0.0, 5.8)
dimer = build([["Na", ORIGIN], ["Na", second]])
dimer_projector = np.zeros((dimer.nao, dimer.nao))
for position in (ORIGIN, second):
    moved = build([["Na", position]], charge=1)
    s_core = gto.intor_cross("int1e_ovlp", dimer, moved) @ core
    dimer_projector += (s_core * shifts) @ s_core.T
rank_two = np.linalg.matrix_rank(dimer_projector, tol=1e-8)
assert rank_one == n_core
assert rank_two == 2 * n_core
assert rank_exchange > n_core

# ---------- output ----------
print(f"Na+ RHF energy: {ion_energy:.6f} hartree")
print(f"functions: Na {ion.nao}, NaH {n_basis}, exchange set {expansion.nao}; "
      f"core orbitals {n_core}")
for label, index in (("1s", 0), ("2s", 1), ("2p", 2)):
    print(f"core {label}: level {core_levels[index]:.5f}, "
          f"shift B {shifts[index]:.5f} hartree")
print("damped terms: zeta (bohr^-2), amplitude A (dimensionless)")
for zeta, amplitude in zip(zetas, amplitudes):
    print(f"  {zeta:12.4f} {amplitude:12.6f}")
print(f"sum of amplitudes: {amplitudes.sum():.5f}")
print(f"largest fit error of f(r), 0.001 to 8 bohr: {fit_error:.2e}")
print(f"Na 3s level, true core operator: {level_exact:.6f} hartree")
print(f"Na 3s level, model potential: {level_model:.6f} hartree")
print(f"lowest level without projector: {level_collapsed:.5f} hartree")
print("NaH energy minus Na+ energy (hartree): R/bohr, model, "
      "model with s,p exchange set, frozen core, all-electron")
for k, distance in enumerate(distances):
    print(f"  {distance:.2f} {energies['model'][k]:.6f} "
          f"{energies['sp'][k]:.6f} {energies['frozen'][k]:.6f} "
          f"{energies['all'][k]:.6f}")
for name, title in (("model", "full exchange set"), ("sp", "s,p exchange set")):
    largest = np.max(np.abs(energies[name] - energies["frozen"]))
    print(f"largest |model - frozen core|, {title}: {largest:.2e} hartree")
for name, title in (("model", "model potential"), ("frozen", "frozen core"),
                    ("all", "all-electron")):
    print(f"equilibrium distance, {title}: {minima[name]:.4f} bohr = "
          f"{minima[name] * BOHR_IN_ANGSTROM:.4f} angstrom")
print(f"per valence electron of NaH at R = {distances[2]:.2f} bohr, in hartree:")
print(f"  damped attraction: model {-damped_model:.6f}, "
      f"true core {-damped_exact:.6f}")
print(f"  core exchange: model {-exchange_model:.6f}, "
      f"s,p set {-exchange_small:.6f}, true core {-exchange_exact:.6f}")
print(f"  projector: {projector_energy:.2e}")
print(f"damped integrals, largest deviation from quadrature: "
      f"{damped_error:.1e} hartree")
print(f"core overlaps, largest deviation from quadrature: {overlap_error:.1e}")
print(f"zeta = 0 integrals, largest deviation from library: "
      f"{undamped_error:.1e} hartree")
print(f"multiplications to build projector matrix: {build_count}")
print(f"multiplications to apply its factors to a vector: {apply_count}")
print(f"projector rank: NaH {rank_one}, Na2 {rank_two} (of {dimer.nao})")
print(f"numerical rank of spectral exchange in NaH: {rank_exchange}")
print("all tests passed")
```

Running it gives:

```
Na+ RHF energy: -161.667273 hartree
functions: Na 41, NaH 50, exchange set 99; core orbitals 5
core 1s: level -40.75901, shift B 81.51801 hartree
core 2s: level -3.07402, shift B 6.14805 hartree
core 2p: level -1.79720, shift B 3.59439 hartree
damped terms: zeta (bohr^-2), amplitude A (dimensionless)
        0.3500     0.001927
        0.8050     0.297619
        1.8515     1.780545
        4.2584     2.537032
        9.7944     1.453649
       22.5272     0.702656
       51.8126     0.866200
      119.1689     0.763583
      274.0884     0.625993
      630.4034     0.266311
     1449.9279     0.355903
     3334.8342    -0.029378
     7670.1186     0.312085
    17641.2727    -0.158131
    40574.9271     0.187568
sum of amplitudes: 9.96356
largest fit error of f(r), 0.001 to 8 bohr: 9.31e-03
Na 3s level, true core operator: -0.181779 hartree
Na 3s level, model potential: -0.181780 hartree
lowest level without projector: -40.75897 hartree
NaH energy minus Na+ energy (hartree): R/bohr, model, model with s,p exchange set, frozen core, all-electron
  3.30 -0.709817 -0.709119 -0.709773 -0.710548
  3.55 -0.712937 -0.712474 -0.712941 -0.713550
  3.80 -0.712482 -0.712172 -0.712485 -0.712981
  4.05 -0.709671 -0.709458 -0.709648 -0.710062
  4.30 -0.705335 -0.705183 -0.705276 -0.705627
largest |model - frozen core|, full exchange set: 5.94e-05 hartree
largest |model - frozen core|, s,p exchange set: 6.54e-04 hartree
equilibrium distance, model potential: 3.6327 bohr = 1.9223 angstrom
equilibrium distance, frozen core: 3.6330 bohr = 1.9225 angstrom
equilibrium distance, all-electron: 3.6234 bohr = 1.9174 angstrom
per valence electron of NaH at R = 3.80 bohr, in hartree:
  damped attraction: model -0.066018, true core -0.066019
  core exchange: model -0.011044, s,p set -0.010888, true core -0.011059
  projector: 2.11e-05
damped integrals, largest deviation from quadrature: 3.9e-09 hartree
core overlaps, largest deviation from quadrature: 2.1e-14
zeta = 0 integrals, largest deviation from library: 3.1e-14 hartree
multiplications to build projector matrix: 12750
multiplications to apply its factors to a vector: 505
projector rank: NaH 5, Na2 10 (of 82)
numerical rank of spectral exchange in NaH: 49
all tests passed
```
